\section*{Bow of a thin silicon die under a stressed film}

\section*{The question}

A square silicon (100) die has width $L=10$ mm and thickness $h=100\ \mu$m. A thin film covers its top face and carries a uniform tensile force $F=100$ N/m per unit width, equal in all directions in the plane. The die would be flat without the film. It is free of supports, and its weight is neglected until part (f).

Take $z$ upward from the midplane of the silicon, with $x$ and $y$ along the cube axes and the origin at the centre. Tension is positive. The film is much thinner than the die, and $F$ is the force it carries in the final, bent state. For silicon use the rough, rounded stiffnesses $C_{11}=166$ GPa and $C_{12}=64$ GPa.

\section*{(a) Elastic response in the plane}

\textbf{Question.} The silicon is given equal strains $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$, without shear, while $\sigma_{zz}=0$. Find the ratio $M=\sigma_{xx}/\varepsilon$. Does it depend on how the die edges are oriented in the (100) plane?

\textbf{Answer.} Hooke's law for a cubic crystal gives
\begin{align}
\sigma_{zz}&=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0
\quad\Rightarrow\quad \varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon,\\
\sigma_{xx}&=C_{11}\varepsilon+C_{12}(\varepsilon+\varepsilon_{zz})
=\Big(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\Big)\varepsilon .
\end{align}
The bracket is the biaxial modulus:
\begin{equation}
M=166+64-\frac{2\times 64^2}{166}=180.65\ \text{GPa}.
\end{equation}
By symmetry $\sigma_{yy}=\sigma_{xx}$, and the shear stress is zero. The in-plane strain and stress are therefore both multiples of the unit matrix, which a rotation about $z$ leaves unchanged. The same $M$ applies to every orientation of the die edges.

In terms of Young's modulus $E$ and Poisson's ratio $\nu$ for the cube axes, $\varepsilon=(\sigma-\nu\sigma)/E$, so $M=E/(1-\nu)$. The values $E=130.4$ GPa and $\nu=0.2783$ give the same modulus.

\section*{(b) The bent state}

\textbf{Question.} Let $e$ be the midplane strain and $\kappa$ the curvature. Show that the displacements
\begin{equation}
u_x=x(e-\kappa z),\quad u_y=y(e-\kappa z),\quad
u_z=\frac{\kappa}{2}(x^2+y^2)-\frac{2C_{12}}{C_{11}}\Big(ez-\frac{\kappa z^2}{2}\Big)
\end{equation}
satisfy the equations of linear elasticity inside the die, and find the stress.

\textbf{Answer.} Differentiation gives the strains
\begin{align}
\varepsilon_{xx}&=\varepsilon_{yy}=e-\kappa z,\qquad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}(e-\kappa z),\\
2\varepsilon_{xz}&=\partial_z u_x+\partial_x u_z=-\kappa x+\kappa x=0 .
\end{align}
Likewise $\varepsilon_{yz}=0$, and $\varepsilon_{xy}=0$ because $u_x$ does not depend on $y$, nor $u_y$ on $x$. At each height these are the strains of part (a), with $\varepsilon=e-\kappa z$. Hence
\begin{equation}
\sigma_{xx}=\sigma_{yy}=M(e-\kappa z),\qquad \text{all other stresses}=0 .
\label{stress}
\end{equation}
Equilibrium without body forces requires $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}+\partial_z\sigma_{xz}=0$, and similarly for the other two directions. It holds because $\sigma_{xx}$ and $\sigma_{yy}$ depend on $z$ alone.

Positive $\kappa$ raises the edges. It also shortens the top of the die relative to the bottom, as a film under tension should.

\section*{(c) The curvature}

\textbf{Question.} Use the balance of force and moment to find $e$, $\kappa$ and the stresses at the two faces of the silicon.

\textbf{Answer.} Cut the die and film along a vertical plane. No external load acts on either part, so the total force and total moment across the cut vanish. The film contributes $F$ at height $h/2$. Per unit width, the force balance is
\begin{equation}
\int_{-h/2}^{h/2}M(e-\kappa z)\,dz+F=Meh+F=0
\quad\Rightarrow\quad e=-\frac{F}{Mh}.
\end{equation}
The term in $\kappa$ dropped out because it is odd in $z$. In the moment about the midplane the term in $e$ drops out for the same reason:
\begin{equation}
\int_{-h/2}^{h/2}M(e-\kappa z)z\,dz+\frac{Fh}{2}
=-\frac{M\kappa h^3}{12}+\frac{Fh}{2}=0
\quad\Rightarrow\quad \kappa=\frac{6F}{Mh^2}.
\label{stoney}
\end{equation}
This is Stoney's formula. It contains no elastic constant of the film, because $F$ is the force actually carried. Numerically,
\begin{equation}
\kappa=\frac{6\times100}{(180.65\times10^{9})(10^{-4})^2}=0.3321\ \text{m}^{-1},
\end{equation}
a radius of curvature of 3.011 m. Substituting $e$ and $\kappa$ in (\ref{stress}) gives
\begin{equation}
\sigma_{xx}=-\frac{F}{h}-\frac{6Fz}{h^2}.
\end{equation}
The stress is $-4F/h=-4$ MPa at the top and $+2F/h=+2$ MPa at the bottom. It vanishes at $z=-h/6$, below the midplane, because the film compresses the die as well as bending it.

\section*{(d) Does the square outline matter?}

\textbf{Question.} Use the energy of the plate to show that its square shape does not change the curvature.

\textbf{Answer.} Let $w(x,y)$ be the midplane deflection. Bending gives the top face an area strain $-(h/2)\nabla^2w$, so the film, pulling with force $F$, contributes the energy $-(Fh/2)\int\nabla^2w\,dA$. The bending energy of the silicon must be added.

Start from $w=\kappa(x^2+y^2)/2$ and add any small deflection $\phi(x,y)$. The bending stress is $-M\kappa z$ in both directions, without shear, and the added strains are $-z\phi_{xx}$ and $-z\phi_{yy}$. To first order the energy changes by
\begin{align}
\delta U&=\int\!\!\int_{-h/2}^{h/2}(-M\kappa z)(-z)\nabla^2\phi\,dz\,dA
-\frac{Fh}{2}\int\nabla^2\phi\,dA\nonumber\\
&=\Big(\frac{M\kappa h^3}{12}-\frac{Fh}{2}\Big)\int\nabla^2\phi\,dA .
\end{align}
By (\ref{stoney}) the bracket is zero for every $\phi$, whatever the outline. The bending energy is a positive quadratic form in the curvatures, so this stationary state is the minimum, and it is unique apart from rigid motions.

A numerical minimisation over all polynomials up to degree eight, with the die edges at $0^\circ$, $20^\circ$ and $45^\circ$ to the cube axes and $C_{44}=80$ GPa, returned this paraboloid. Each coefficient agreed to within $10^{-7}$ of the bow.

\section*{(e) The bow}

\textbf{Question.} Show that the midpoint of each edge stands about $4.2\ \mu$m above the centre. How high is a corner?

\textbf{Answer.} The height above the centre is $\kappa r^2/2$, where $r$ is the distance from the centre. An edge midpoint has $r=L/2$, so
\begin{equation}
\delta=\frac{\kappa}{2}\Big(\frac{L}{2}\Big)^2=\frac{\kappa L^2}{8}
=\frac{3FL^2}{4Mh^2}.
\label{bow}
\end{equation}
With the numbers of part (c),
\begin{equation}
\delta=\tfrac12(0.3321\ \text{m}^{-1})(5\times10^{-3}\ \text{m})^2
=4.15\times10^{-6}\ \text{m}\approx4.2\ \mu\text{m}.
\end{equation}
A corner has $r^2=L^2/2$, twice the value at the midpoint, and stands $8.3\ \mu$m above the centre. A quoted bow must therefore say which points it compares.

Two substitutions show what the factors do. Using $L$ in place of $L/2$ would give $16.6\ \mu$m. Using $E$ in place of $M$ would give $5.75\ \mu$m, because $E$ describes a bar free to contract sideways, whereas here both directions are strained equally.

A compressive film has $F<0$ and lowers the edges by the same amount. At fixed $F$ and $L$, halving the thickness makes the bow four times larger, as long as the bow stays much smaller than the thickness.

\section*{(f) Limits of the linear result}

\textbf{Question.} When does linear theory fail? Take the film to be 100 nm thick, with biaxial modulus $M_f=300$ GPa, and estimate the effects left out.

\textbf{Answer.} \emph{Large deflection.} A flat sheet cannot become spherical without stretching. The slopes are of order $\delta/L$, so the stretching strain is of order $(\delta/L)^2$, while the bending strain is of order $h\delta/L^2$. Energies go as strain squared, hence
\begin{equation}
\frac{\text{stretching energy}}{\text{bending energy}}\sim
\frac{(\delta/L)^4}{(h\delta/L^2)^2}=\Big(\frac{\delta}{h}\Big)^2 .
\end{equation}
Linear theory needs $\delta\ll h$. Here $\delta/h=0.0415$. A von K\'arm\'an calculation, which includes the stretching and takes the die edges along $\langle110\rangle$, lowers the bow by 3.0 nm, or 0.07\% of the linear value. Doubling $F$ made the fractional loss of area-averaged curvature four times larger, to within 2\%, as the estimate implies.

By (\ref{bow}), $\delta/h$ varies as $h^{-3}$ at fixed $F$ and $L$. The linear formula would reach $\delta=h$ at $h=100\times0.0415^{1/3}\approx35\ \mu$m, where it can no longer be trusted.

\emph{Film thickness.} A film of thickness $t$ pulls at height $(h+t)/2$, not $h/2$. This multiplies the curvature by $1+t/h$ and adds 4 nm to the bow. The film's own bending stiffness is smaller than the die's by a factor $(M_f/M)(t/h)^3$ and is neglected.

A larger change appears if 100 N/m is instead the force $F_0$ before the die is allowed to deform. The top face then takes up the strain $-4F/(Mh)$, and the film relaxes with it:
\begin{equation}
F=F_0-M_ft\,\frac{4F}{Mh}
\quad\Rightarrow\quad
F\approx F_0\Big(1-\frac{4M_ft}{Mh}\Big).
\end{equation}
To first order in $t/h$, the two effects together multiply the curvature by $1+(t/h)(1-4M_f/M)$. The full two-layer calculation lowers the bow by 23 nm, or 0.6\%.

\emph{Edges.} The stress (\ref{stress}) does not vanish point by point on the side faces. Its force and moment do cancel those of the film, so by Saint-Venant's principle the disturbance fades over a distance of order $h$. A curvature error of order $\kappa$ across that strip changes the slope by $\kappa h$ and the height by about $\kappa h^2=3.3$ nm. This crude scale overstates the effect on the midplane: a plane-strain calculation of the edge region, with the film force applied at the top corner and the edge along a cube axis, changes the midplane height there by less than 0.1 nm.

\emph{Weight.} If the die rests on a central point, its weight lowers the edge midpoints by about 16 nm, for a density of 2330 kg/m$^3$ and die edges again along $\langle110\rangle$. The polynomial calculation converges slowly because the support force acts at a point: degree eight gives 15.2 nm, and larger bases approach 16 nm.

\emph{Temperature.} Suppose the die is heated by 100 K. If $M$ softens by roughly 70 ppm/K, the bow at fixed $F$ grows by 29 nm. If film and silicon differ in thermal expansion by roughly $\Delta\alpha=1$ ppm/K, the film force changes by
\begin{equation}
|\Delta F|=M_f\,t\,\Delta\alpha\,\Delta T
=(3\times10^{11})(10^{-7})(10^{-6})(100)=3\ \text{N/m}.
\end{equation}
This moves the bow by 125 nm, or 3\%. The film that expands more than silicon loses tension on heating; one that expands less gains it. Of the effects estimated here, this is the largest.

\section*{(g) A real die}

\textbf{Question.} How does the model compare with a real thinned die?

\textbf{Answer.} The numbers resemble a thinned die with silicon nitride on one face: 100 nm at a tensile stress of roughly 1 GPa gives 100 N/m. The modulus, softening and expansion difference used above are likewise rough values. A real die may carry several patterned layers, or be bowed before the film is added; the assumptions of one uniform film and an initially flat die then fail. An initial bow simply adds to $\delta$ only while it is much smaller than $h$. A larger one stiffens the die: with a stress-free spherical bow of $50\ \mu$m (edge midpoint above centre) in the same direction and die edges along $\langle110\rangle$, a von K\'arm\'an calculation gives a film contribution of $3.4\ \mu$m instead of $4.2\ \mu$m. For an initially flat die in the linear range, an error in $F$ passes to $\delta$ in proportion. A film force uncertain by 10\% makes the bow uncertain by $0.4\ \mu$m, more than any correction in part (f). A die bonded to a package is not free, and (\ref{bow}) does not then apply.

The main computed values are collected in the numerical output that follows; the edge-region bound, the converged weight effect and the result for the initially bowed die are given only above.

\section*{Computed results}
\begin{verbatim}
Die width: 10 mm
Die thickness: 100 um
Film force: 100 N/m
C11 (rough): 166 GPa
C12 (rough): 64 GPa
C44 (rough): 80 GPa
Young modulus along [100]: 130.4 GPa
Poisson ratio for [100]: 0.2783
Biaxial modulus M: 180.65 GPa
Curvature: 0.3321 1/m
Radius of curvature: 3.011 m
Midplane strain: -5.536e-06
Substrate stress, top face: -4 MPa
Substrate stress, bottom face: 2 MPa
Slope at edge midpoint: 1.661 mrad
Bow at edge midpoint, formula: 4.152 um
Bow at edge midpoint, energy minimum: 4.152 um
Bow at corner, energy minimum: 8.303 um
Bow / die thickness: 0.0415
Bow if E [100] wrongly replaces M: 5.75 um
Bow if full width wrongly replaces half: 16.61 um
Effects left out (change of edge-midpoint bow):
Large deflection: -2.988 nm
  shift, degree 6 to 8: 0.0177 nm
Silicon density (rough): 2330 kg/m3
Own weight, centre support: -15.15 nm
  shift, degree 6 to 8: -0.792 nm
Film thickness: 100 nm
Film stress: 1 GPa
Film biaxial modulus (rough): 300 GPa
Finite film, F as carried: 4.15 nm
Finite film, F before relaxation: -23.31 nm
Edge zone, order of size kappa h^2: 3.32 nm
Temperature change: 100 K
Softening of M (rough): 70 ppm/K
Softening effect on heating: 29.3 nm
Expansion difference (rough): 1 ppm/K
Film force change, magnitude: 3.00 N/m
Its effect on bow, magnitude: 124.5 nm
\end{verbatim}
